Counting the stereoisomers of an octahedral bis-chelate M(AA)2X2

**The problem**

A metal M carries two identical bidentate ligands AA and two identical monodentate ligands X. Place M at the origin and the six donor atoms at the vertices +x, −x, +y, −y, +z and −z of an octahedron. Four assumptions define the question.

- The two ends of each chelate are equivalent.
- The chelate backbone is planar, or becomes planar on averaging over fast motion.
- X is achiral and its internal rotation is averaged.
- A chelate joins adjacent vertices; it is too short to join opposite ones.

Two arrangements are the same stereoisomer if a proper rotation superposes them. They are enantiomers if a reflection or another improper operation is needed.

(a) In how many ways can the ligands be placed on the labelled vertices?

(b) How many stereoisomers do these placements represent, and which are chiral?

(c) Assign the handedness of each chiral form, and confirm the count by a second method.

(d) Consider a precursor of the titanium bis(acetylacetonate) diisopropoxide type in a source at 400 K. Take the trans form to lie 0.10 eV above the cis form in free energy, apart from symmetry numbers, and take a barrier of 0.65 eV between mirror-image forms. What are the equilibrium populations, and can the enantiomers be kept apart during a residence time of 1 s?

**Hints**

1. Place the two X ligands first. The four vertices left over can be divided into two pairs in three ways; strike out any division that contains an opposite pair.

2. If two placements have X on the same two vertices, a rotation that turns one into the other must keep that pair of vertices. List such rotations before trying to visualise the molecule.

3. Two chelate edges that neither meet nor lie in one plane define a screw sense, provided they are not perpendicular. Look for a product of vectors that changes sign on reflection but does not depend on which end of a chelate is named first.

4. For the second count, ask how many placements each of the 24 rotations leaves unchanged.

5. In part (d), write rate equations for both enantiomers and subtract them.

**Solution (a): the placements**

Suppose first that the X ligands are trans. There are three axes for them. With X at +z and −z, the free vertices form the square +x, +y, −x, −y. Its three divisions into pairs are

{+x,+y}, {−x,−y}

{+x,−y}, {−x,+y}

{+x,−x}, {+y,−y}

The last joins opposite vertices and is excluded. This leaves 3 × 2 = 6 placements.

Suppose next that the X ligands are cis. Each of the 12 edges of the octahedron can carry them. With X at +x and +y, the free vertices are −x, −y, +z and −z, and the divisions are

P: {−x,+z}, {−y,−z}

Q: {−x,−z}, {−y,+z}

R: {−x,−y}, {+z,−z}

R contains an opposite pair and is excluded. This leaves 12 × 2 = 24 placements, and the total is 6 + 24 = 30.

The exclusion rests on the size of the ligand. For a rough bite angle of 83° and a metal–donor distance of 0.20 nm, the two donors of a chelate are 2 × 0.20 × sin(41.5°) ≈ 0.27 nm apart. Opposite donors at the same distance from the metal would be 0.40 nm apart.

**Solution (b): the stereoisomers**

*The trans placements.* A quarter turn about z sends +x to +y, +y to −x, −x to −y and −y to +x. It therefore changes {+x,+y}, {−x,−y} into {+y,−x}, {−y,+x}, which is the other allowed pairing. Rotations also carry the z axis to the x or y axis. All six trans placements are thus one stereoisomer. The reflection z → −z exchanges the two identical X ligands and leaves both chelates in place, so this isomer is achiral.

*The cis placements.* Keep X at +x and +y. A rotation that preserves this pair has two possibilities. If it fixes both vertices, it fixes the x and y directions and hence also z, so it is the identity. If it exchanges them, it sends x to y and y to x. That exchange alone has determinant −1, so a proper rotation must also reverse z:

(x, y, z) → (y, x, −z)

This is a half turn about the line midway between the two X ligands. It sends −x to −y and +z to −z, so the chelate {−x,+z} becomes {−y,−z}, and the reverse. Pairing P is mapped to itself. In the same way {−x,−z} becomes {−y,+z}, and Q is mapped to itself. No rotation turns P into Q.

The reflection z → −z leaves the X ligands where they are and changes {−x,+z} into {−x,−z} and {−y,−z} into {−y,+z}. It turns P into Q. The two are therefore non-superposable mirror images.

It remains to show that other positions of the X pair add nothing new. Two of the 24 rotations preserve a given cis pair, so the rotations carry that pair to 24/2 = 12 different edges, which are all the edges there are. Every cis placement can therefore be turned until its X ligands lie at +x and +y, where it is either P or Q.

There are three stereoisomers: one achiral trans form and two cis forms that are enantiomers of each other. The cis form is chiral although it has a twofold rotation axis; what it lacks is an improper symmetry operation.

The argument used a regular octahedron. To test whether the distortion by the bite angle matters, all 30 placements were built as three-dimensional models with a bite angle of 83°, metal–donor distances of 0.20 nm for the chelates and 0.18 nm for X, and a backbone marker 0.33 nm from the metal. The models were superposed by free rotation about the metal, with identical ligands and equivalent chelate ends interchangeable. They again fell into three groups. Since every model is built from its placement by the same rule, placements of one class stay superposable automatically; what the models show is that the three classes do not merge. The best rotation of one cis form onto the other leaves a root-mean-square misfit of 0.13 nm per point; once reflection is allowed, the misfit falls below 10⁻⁸ nm.

**Solution (c): handedness and a second count**

Let u₁ and u₂ be vectors along the two chelate edges, and let p run from the midpoint of the first edge to the midpoint of the second. Define

h = [p·(u₁ × u₂)] (u₁·u₂)

Reversing u₁ changes the sign of both factors, so h is unchanged; the same holds for u₂. Exchanging the chelates reverses p and also reverses the cross product, so h is again unchanged. A rotation preserves both factors. A reflection reverses the triple product but preserves the scalar product, so it reverses h.

The sign is fixed by a right-handed helix. Take its axis as the first line, u₁ = (0,0,1), and its tangent at p = (1,0,0) as the second, u₂ = (0,1,1): the curve advances along +z while turning from x towards y. Then

u₁ × u₂ = (−1, 0, 0), u₁·u₂ = 1, h = −1

Negative h therefore means a right-handed arrangement, named Δ, and positive h a left-handed one, named Λ.

For P, take the first edge from −x to +z and the second from −y to −z:

u₁ = (1, 0, 1), u₂ = (0, 1, −1)

The midpoints are (−1/2, 0, 1/2) and (0, −1/2, −1/2), so

p = (1/2, −1/2, −1)

u₁ × u₂ = (−1, 1, 1)

p·(u₁ × u₂) = −1/2 − 1/2 − 1 = −2

u₁·u₂ = −1

h = (−2)(−1) = +2

P is Λ. Its reflection Q has h = −2 and is Δ. In the trans form the two edges are parallel, the cross product vanishes, and h = 0.

For the second count, let σ be the number of rotations that leave a placement unchanged. If one rotation g carries placement p₁ to p₂, then all rotations that do so are obtained by first applying one of the σ rotations that preserve p₁ and then g. Each placement in a class is thus reached by σ rotations, and

(size of class) × σ = 24

Now add σ over all placements. Each class contributes its size times σ, which is 24. The sum divided by 24 is therefore the number of classes. The same sum can be collected rotation by rotation, by counting the placements each one leaves unchanged.

- The identity leaves all 30 unchanged.
- Each of the 8 threefold rotations moves the vertices in two cycles of three. No pair of vertices is preserved, so X cannot stay in place: 0.
- Each of the 6 quarter turns preserves only the pair of vertices on its own axis. With X there, the two chelate pairings are exchanged, as found in (b): 0.
- Each of the 3 half turns about a vertex axis, say z, preserves the pairs on the three axes. With X on z, both pairings survive. With X on x, the half turn sends {+y,+z} to {−y,+z} and so exchanges the pairings; the same happens with X on y. The count is 2.
- Each of the 6 half turns about an edge axis, such as (x,y,z) → (y,x,−z), preserves the pairs {+x,+y}, {−x,−y} and {+z,−z}. With X on any of these, both allowed pairings survive: 3 × 2 = 6.

Hence

(1×30 + 8×0 + 6×0 + 3×2 + 6×6)/24 = 72/24 = 3

The classes contain 6, 12 and 12 placements, so σ = 4 for trans and σ = 2 for each cis form.

Symmetry also predicts how many kinds of chelate end a spectrum can distinguish. In the trans form all four ends are equivalent. In the cis form the half turn exchanges −x with −y and +z with −z, but never mixes these sets: two ends lie opposite X and two lie opposite each other. A static cis form thus has two kinds of end. Motion that exchanges them quickly can merge their signals, so a single signal does not by itself prove a trans structure.

**Solution (d): populations and racemization**

At equilibrium each placement has a Boltzmann weight. Let ΔG = 0.10 eV be the free energy of trans above cis without the symmetry-number term, which the number of placements supplies. The trans fraction is

f = 6 exp(−ΔG/kT) / [6 exp(−ΔG/kT) + 24]

Dividing numerator and denominator by 6 exp(−ΔG/kT) gives

f = 1 / [1 + 4 exp(ΔG/kT)]

For ΔG = 0 this is 1/5, or 20%: with equal energies, cis is favoured four to one by counting alone. At 400 K, kT = 0.03447 eV and ΔG/kT = 2.90, so

f = 1/(1 + 4 × 18.2) ≈ 0.014

About 1.4% is trans and 49.3% is each cis enantiomer.

For racemization, let L and D be the amounts of Λ and Δ. Mirror-image forms have equal energies, so the rate constant k_r is the same in both directions. Counting only direct conversion between the two cis forms,

dL/dt = −k_r L + k_r D

dD/dt = k_r L − k_r D

Subtracting the second equation from the first gives

d(L − D)/dt = −2k_r (L − D)

The excess decays as exp(−2k_r t), and its half-life is

t₁/₂ = ln 2/(2k_r)

The factor 2 arises because each conversion removes one molecule from one side and adds one to the other. Any conversion by way of the trans form would shorten the half-life further, even if the trans population stays small. Transition-state theory with unit transmission gives

k_r = (kT/h_P) exp(−ΔG‡/kT)

where h_P is Planck's constant and ΔG‡ is read as the overall barrier, with the number of paths already included. The distinction matters: of the trigonal twists open to a cis form, four lead to its enantiomer and one to trans, so a barrier quoted per path could raise k_r by up to a factor of four. With ΔG‡ = 0.65 eV at 400 K, k_r = 5.4 × 10⁴ s⁻¹ and

t₁/₂ = 0.693/(2 × 5.4 × 10⁴ s⁻¹) ≈ 6.4 μs

A residence time of 1 s spans about 1.6 × 10⁵ half-lives. In this model the enantiomers cannot be kept apart in the source. Cooling to 298 K with the barrier held fixed (zero activation entropy) lengthens the half-life only to about 5 ms; an activation entropy of −60 or +60 J mol⁻¹ K⁻¹ would make this about 0.5 ms or 65 ms.

The barrier needed for a half-life of one hour at 400 K follows from the exponential dependence of t₁/₂ on ΔG‡:

ΔG‡ = 0.65 eV + kT ln(3600 s / 6.43 μs)

ΔG‡ = 0.65 eV + 0.03447 eV × 20.14 ≈ 1.34 eV

This is about twice the assumed barrier.

The energies, temperature and residence time are rough, round values chosen for this class of precursor, not measurements on one compound. The count in (b) treats each arrangement as fixed; in this model the cis enantiomers do not stay fixed during the residence time. Moving the barrier by 0.10 eV either way changes the half-life to 0.35 μs or 117 μs, a factor of 18, without altering the conclusion. Tunnelling matters far less: if the twisting motion at the top of the barrier has an imaginary frequency of rough magnitude 100 cm⁻¹, the Wigner estimate raises the rate by about 0.5%. Ligand exchange, association and thermal decomposition can also occur in a real source and are not included.

The number of stereoisomers remains three, but fast racemization leaves at most two separable substances, trans and racemic cis. If cis and trans also interconvert quickly, only one remains. The barrier for that process was not specified, so the model does not decide between these cases.

**Variation 1: chelates with unequal ends**

Replace AA by AB, with distinguishable ends A and B. How many stereoisomers does M(AB)2X2 have?

With X trans, the two A ends are either adjacent or opposite in the chelate plane. That plane is a mirror plane in both cases, so there are two achiral isomers.

With X cis, consider pairing P. The A ends may both lie opposite X, at −x and −y, or both lie on the z axis. In the mixed case one A lies opposite X and the other on the z axis. This can be done in two ways, but the half turn (x,y,z) → (y,x,−z) exchanges them, so they count once. P therefore gives three isomers, and its mirror image Q gives three more.

The total is 2 + 3 + 3 = 8 stereoisomers, or 5 if enantiomers are counted together. The result of three thus depends on the equivalence of the chelate ends.

**Variation 2: chelates that can span opposite vertices**

Now let a long, flexible chelate join either adjacent or opposite vertices, with its ends again equivalent. Count the isomers by which donors are joined, ignoring the route taken by the backbone.

The three earlier isomers remain. With X trans, the pairing {+x,−x}, {+y,−y} is now allowed. There is one such placement for each of the three X axes, and rotations connect them, which gives one new isomer. As a pattern of joined donors it is achiral, because z → −z preserves it.

With X cis, pairing R is now allowed: {−x,−y}, {+z,−z}. There is one such placement for each of the 12 cis pairs, and rotations connect these too. The reflection z → −z preserves R, so this second new isomer is also achiral.

The total is 3 + 2 = 5. A real backbone must take some route round the metal, and if that route is fixed this count no longer suffices. In the doubly spanned isomer, two backbones that each pass through a gap between neighbouring ligands without crossing leave only a twofold axis, so such a structure is chiral. The numerical output below lists the counts for both variations with those of the original problem.

Computed results

```
placements: trans, cis, total = 6 24 30
E: rotations 1, fixed by each 30
C3: rotations 8, fixed by each 0
C4: rotations 6, fixed by each 0
C2 vertex: rotations 3, fixed by each 2
C2 edge: rotations 6, fixed by each 6
sum of fixed placements = 72
stereoisomers (24 rotations) = 3
classes with reflections (48 operations) = 2
trans: placements 6, sigma 4, group order 8, end types 1, h +0.0
cis-Lambda: placements 12, sigma 2, group order 2, end types 2, h +2.0
cis-Delta: placements 12, sigma 2, group order 2, end types 2, h -2.0
h of right-handed helix reference = -1
bite angle = 83 deg
Ti-O chelate, alkoxide = 0.20, 0.18 nm
backbone marker distance = 0.33 nm
isomers from 3D superposition = 3
Lambda/Delta best misfit, rotations only = 0.1308 nm
Lambda/Delta misfit with reflection below 1e-8 nm: True
unequal chelate ends: stereoisomers = 8
unequal chelate ends: classes with reflections = 5
trans-spanning allowed: stereoisomers = 5
source temperature = 400 K, kT = 0.03447 eV
trans above cis = 0.10 eV
trans fraction, equal energies = 20.0 %
trans fraction at source = 1.36 %
each cis enantiomer at source = 49.32 %
enantiomerization barrier = 0.65 eV
rate each way at source = 5.386e+04 1/s
half-life of excess at source = 6.43 us
half-life, barrier 0.10 eV lower = 0.354 us
half-life, barrier 0.10 eV higher = 117.1 us
half-life at 298.15 K = 5.42 ms
residence time = 1.0 s, in half-lives = 1.55e+05
barrier for 1 h half-life at source = 1.344 eV
Wigner factor for 100 cm^-1 mode = 1.0054
```
